# Hole counting for the 4p-to-4d dipole strength of 4p6 4d^n, part 1

(Sections cited here and not found follow in the second part.)

## I. The theorem and its proof

**Theorem.** Let \(|\psi\rangle\) be any normalized state of the configuration \(4p^6 4d^n\), with \(0\le n\le 10\). Its dipole strength to the configuration \(4p^5 4d^{n+1}\), summed over all final states and over the three polarizations, is

\[
S(\psi)=\sum_f\sum_{q=-1}^{1}\bigl|\langle f|D_q|\psi\rangle\bigr|^2=\frac25\,(10-n)\,R^2 ,\qquad R=\langle 4d|r|4p\rangle .
\]

The number \(10-n\) counts the holes in the 4d shell. The state may be a single determinant, a component of an LS term, a component of a level with spin-orbit coupling, or any superposition of these. All have the same strength.

### Assumptions and conventions

The electron charge is left out of the dipole operator, so that \(\mathbf D=\sum_i\mathbf r_i\) and \(S\) has the dimension of an area. The spherical components of a vector are

\[
r_0=z,\qquad r_{\pm1}=\mp\frac{x\pm iy}{\sqrt2},\qquad r_q=r\,C_q ,
\]

where \(C_q\) depends on angles alone: \(C_0=\cos\theta\) and \(C_{\pm1}=\mp\sin\theta\,e^{\pm i\phi}/\sqrt2\). Four assumptions enter.

1. The initial state belongs to the pure configuration \(4p^64d^n\). All other shells are the same in both configurations and act as spectators.
2. One set of orthonormal orbitals serves both configurations. The real radial integral \(R\) is the same for every spin-orbital and every term.
3. The radiation wavelength is much larger than the ion, so the dipole operator suffices.
4. The sum runs over a complete set of states of \(4p^54d^{n+1}\) and over all three polarizations.

Let \(d^\dagger_{ms}\) create a 4d electron with magnetic number \(m\) and spin \(s\), and let \(p^\dagger_{m's}\) do the same for 4p. These operators obey the fermion rules: two operators for different spin-orbitals anticommute, and \(d_{ms}d^\dagger_{ms}+d^\dagger_{ms}d_{ms}=1\).

### Lemma 1: the active part of the dipole

For every \(|f\rangle\) in \(4p^54d^{n+1}\),

\[
\langle f|D_q|\psi\rangle=\langle f|A_q|\psi\rangle,\qquad
A_q=R\sum_{m,m',s}c^q_{mm'}\,d^\dagger_{ms}p_{m's},\qquad
c^q_{mm'}=\langle 2m|C_q|1m'\rangle .
\]

*Proof.* A one-electron operator is a sum of terms that each remove one electron from an orbital and place it in an orbital. To reach \(4p^54d^{n+1}\) from \(4p^64d^n\), a term must remove a 4p electron and add a 4d electron; every other term leads to a different configuration, which is orthogonal to \(|f\rangle\). The dipole does not act on spin, so \(s\) is unchanged. The matrix element of \(r_q=rC_q\) between the two orbitals factors into \(R\) and \(c^q_{mm'}\). \(\square\)

The azimuthal integral in \(c^q_{mm'}\) vanishes unless \(m=m'+q\). The remaining polar integral is real, so the \(c^q_{mm'}\) are real.

### Lemma 2: the sum over final states

\[
S(\psi)=\sum_q\langle\psi|A_q^\dagger A_q|\psi\rangle .
\]

*Proof.* By Lemma 1,

\[
\sum_f|\langle f|A_q|\psi\rangle|^2=\sum_f\langle\psi|A_q^\dagger|f\rangle\langle f|A_q|\psi\rangle .
\]

The vector \(A_q|\psi\rangle\) lies entirely in \(4p^54d^{n+1}\), and the states \(|f\rangle\) are complete there. Hence \(\sum_f|f\rangle\langle f|\) acts on this vector as the identity. \(\square\)

The final Hamiltonian has dropped out. Coulomb repulsion and spin-orbit coupling within \(4p^54d^{n+1}\) decide which final eigenstates carry the strength and at what energies. They replace one orthonormal basis of that space by another, and the length of the vector \(A_q|\psi\rangle\) does not depend on the basis.

### Lemma 3: every 4d orbital has the same angular sum

\[
T_{m\bar m}\equiv\sum_q\sum_{m'}c^q_{mm'}c^q_{\bar mm'}=\frac25\,\delta_{m\bar m}.
\]

*Proof.* Let \(P\) project on the three angular functions with \(l=1\). Since the coefficients are real, \(T_{m\bar m}\) is the matrix of the operator

\[
T=\sum_q C_q\,P\,C_q^\dagger
\]

between functions with \(l=2\). Let \(n_x,n_y,n_z\) be the Cartesian components of the unit vector \(\mathbf r/r\). The terms \(q=\pm1\) give

\[
\tfrac12(n_x+in_y)P(n_x-in_y)+\tfrac12(n_x-in_y)P(n_x+in_y)=n_xPn_x+n_yPn_y ,
\]

because the cross terms \(\mp\tfrac i2 n_xPn_y\) and \(\pm\tfrac i2 n_yPn_x\) cancel in pairs. With the \(q=0\) term, \(T=\sum_i n_iPn_i\).

A rotation \(U\) turns \(n_i\) into \(Un_iU^\dagger=\sum_jO_{ji}n_j\), where \(O\) is an orthogonal matrix, and leaves \(P\) unchanged. Therefore

\[
UTU^\dagger=\sum_{jk}\Bigl(\sum_iO_{ji}O_{ki}\Bigr)n_jPn_k=\sum_{jk}\delta_{jk}\,n_jPn_k=T .
\]

So \(T\) commutes with the orbital angular momentum. Because it commutes with \(l_z\), and \(m=2\) occurs once among the functions with \(l=2\), the function \(|2,2\rangle\) is an eigenfunction: \(T|2,2\rangle=t|2,2\rangle\) within this space. Because \(T\) also commutes with the lowering operator,

\[
T\,l_-^k|2,2\rangle=l_-^k\,T|2,2\rangle=t\,l_-^k|2,2\rangle ,\qquad k=0,\dots,4,
\]

and these five functions span \(l=2\). Hence \(T=t\) for all \(m\).

To find \(t\), take \(m=2\). The condition \(m=m'+q\) leaves the single term \(m'=1\), \(q=1\). With

\[
Y_{11}=-\tfrac12\sqrt{\tfrac{3}{2\pi}}\,\sin\theta\,e^{i\phi},\qquad
Y_{22}=\tfrac14\sqrt{\tfrac{15}{2\pi}}\,\sin^2\theta\,e^{2i\phi},
\]

the product is

\[
C_1Y_{11}=\frac1{2\sqrt2}\sqrt{\frac3{2\pi}}\,\sin^2\theta\,e^{2i\phi}
=\frac{4}{2\sqrt2}\sqrt{\frac{3}{15}}\;Y_{22}=\sqrt{\frac25}\;Y_{22}.
\]

Thus \(c^{1}_{21}=\sqrt{2/5}\) and \(t=2/5\). \(\square\)

The sum is shared differently among the polarizations for different \(m\). For \(m=2\) all of it belongs to \(q=1\). For \(m=1\) and \(q=0\), the functions \(Y_{11}\) above and \(Y_{21}=-\tfrac12\sqrt{15/(2\pi)}\sin\theta\cos\theta\,e^{i\phi}\) give

\[
\cos\theta\,Y_{11}=\sqrt{\tfrac{3}{15}}\,Y_{21},\qquad (c^0_{11})^2=\tfrac15 .
\]

For \(m=0\) and \(q=0\), use \(Y_{10}=\tfrac12\sqrt{3/\pi}\cos\theta\) and \(Y_{20}=\tfrac14\sqrt{5/\pi}\,(3\cos^2\theta-1)\). Writing \(\cos^2\theta=\tfrac13(3\cos^2\theta-1)+\tfrac13\),

\[
\cos\theta\,Y_{10}=\frac{2}{\sqrt{15}}\,Y_{20}+\text{(a constant)},\qquad (c^0_{00})^2=\tfrac4{15}.
\]

The constant has \(l=0\) and does not contribute. For \(m=-1\) the value equals that for \(m=1\) by reflection, and for \(m=\pm2\) it is zero, since no 4p orbital has \(|m'|=2\).

### Lemma 4: the full 4p shell

If the 4p shell is full in \(|\chi\rangle\), then \(p^\dagger_ap_b|\chi\rangle=\delta_{ab}|\chi\rangle\), where \(a\) and \(b\) each stand for a magnetic number and a spin.

*Proof.* For \(a=b\) the operator counts the electron in orbital \(a\), which is present. For \(a\neq b\) it removes \(b\) and then tries to add a second electron to the occupied orbital \(a\), which gives zero. \(\square\)

### Proof of the theorem

Taking the adjoint of \(A_q\) reverses the order of its operators:

\[
A_q^\dagger=R\sum_{m,m',s}c^q_{mm'}\,p^\dagger_{m's}d_{ms}.
\]

The product is therefore

\[
A_q^\dagger A_q=R^2\sum_{mm's}\sum_{\bar m\bar m'\bar s}c^q_{mm'}c^q_{\bar m\bar m'}\;
p^\dagger_{m's}\,d_{ms}\,d^\dagger_{\bar m\bar s}\,p_{\bar m'\bar s}.
\]

Move \(p_{\bar m'\bar s}\) to the left past the two 4d operators. Each exchange gives a factor \(-1\), so the total sign is \(+1\):

\[
p^\dagger_{m's}\,d_{ms}\,d^\dagger_{\bar m\bar s}\,p_{\bar m'\bar s}
=p^\dagger_{m's}\,p_{\bar m'\bar s}\;d_{ms}\,d^\dagger_{\bar m\bar s}.
\]

The vector \(d_{ms}d^\dagger_{\bar m\bar s}|\psi\rangle\) still has a full 4p shell. Lemma 4 replaces the 4p pair by \(\delta_{m'\bar m'}\delta_{s\bar s}\). After the sum over \(q\),

\[
S(\psi)=R^2\sum_{m\bar m s}\Bigl(\sum_{q,m'}c^q_{mm'}c^q_{\bar mm'}\Bigr)
\langle\psi|d_{ms}d^\dagger_{\bar ms}|\psi\rangle .
\]

The bracket is \(T_{m\bar m}=\tfrac25\delta_{m\bar m}\) by Lemma 3, so

\[
S(\psi)=\frac25R^2\sum_{ms}\langle\psi|d_{ms}d^\dagger_{ms}|\psi\rangle
=\frac25R^2\sum_{ms}\bigl(1-\langle\psi|d^\dagger_{ms}d_{ms}|\psi\rangle\bigr).
\]

There are ten 4d spin-orbitals, and their occupations add up to \(n\) in every state of the configuration. The last sum is \(10-n\). \(\square\)

**Remark 1: what cancels.** The matrix \(\langle d_{ms}d^\dagger_{\bar ms}\rangle\) describes how the holes are spread over the orbitals. It differs from term to term, and its off-diagonal elements need not vanish. The full 4p shell offers an electron of every \(m'\) and spin, and the sum over polarizations treats all directions alike. What remains is the trace of the hole matrix, which is the number of holes. Correlation among the 4d electrons cannot change it as long as the state stays in \(4d^n\).

**Remark 2: limits.** For \(n=0\), the strength is \(4R^2\). For \(n=10\) it is zero, because the Pauli principle leaves no place for the excited electron. Each added 4d electron blocks \(\tfrac25R^2\), whichever orbital it enters.

### Corollary 1: levels and mixtures

A level of total angular momentum \(J\) has \(2J+1\) component states, each with strength \(S\). The line strengths of the level, defined as sums over both upper and lower components, therefore add up to \((2J+1)S\). The levels differ in this total through their statistical weight.

For a statistical mixture of states \(|\psi_k\rangle\) with probabilities \(w_k\), the mean strength is \(\sum_kw_kS(\psi_k)=S\), since \(\sum_kw_k=1\). At fixed \(R\), the strength per ion does not depend on how the population is distributed over the levels of \(4p^64d^n\), whether or not that distribution is thermal.

### Corollary 2: a single polarization

For light polarized along \(z\) and \(1\le n\le9\), the strength of an individual state does depend on the state. Its average over the \(2J+1\) components of a level is \(S/3\).

*Proof.* Let \(A_x,A_y,A_z\) be the Cartesian components of the operator in Lemma 1. They form a vector, since a rotation mixes neither 4p with 4d nor one radial function with another. The projector \(\Pi=\sum_M|JM\rangle\langle JM|\) on a level is unchanged by rotation. If \(U\) rotates the \(z\) axis into the \(x\) axis, then

\[
\mathrm{Tr}(\Pi A_z^\dagger A_z)=\mathrm{Tr}(U\Pi U^\dagger\,UA_z^\dagger A_zU^\dagger)=\mathrm{Tr}(\Pi A_x^\dagger A_x),
\]

and the same holds for \(y\). The three traces are equal and their sum is \((2J+1)S\). Division by \(3(2J+1)\) gives \(S/3\).

For an individual state, the steps of the main proof with \(q=0\) alone give

\[
S_z=R^2\sum_{ms}(c^0_{mm})^2\,\bigl(1-\langle d^\dagger_{ms}d_{ms}\rangle\bigr).
\]

A hole with \(m=0\), \(\pm1\) or \(\pm2\) contributes \(\tfrac4{15}\), \(\tfrac15\) or \(0\) in units of \(R^2\), which are unequal. \(\square\)

Take \(n=4\). If the four electrons occupy the orbitals with \(m=\pm2\), all useful holes remain, and \(S_z=2(\tfrac4{15}+\tfrac15+\tfrac15)R^2=\tfrac43R^2\). If they fill \(m=0\) twice and two of the four spin-orbitals with \(m=\pm1\), then \(S_z=(\tfrac43-\tfrac8{15}-\tfrac25)R^2=\tfrac25R^2\). These are the extremes, because \(S_z\) is a weighted sum of occupations. The average over the components of any level is \(\tfrac13\cdot\tfrac{12}5R^2=\tfrac45R^2\). An ion whose magnetic sublevels are unequally populated can thus absorb polarized light more or less strongly than the value \(S/3\) suggests.

## II. Consequences, a tin-like example and limits

The symbols carry over as follows. \(A_q\) is the part of the dipole operator that moves an electron from 4p to 4d, \(c^q_{mm'}\) are its angular coefficients, and \(R=\langle4d|r|4p\rangle\). Every state of pure \(4p^64d^n\) has the strength \(S=\tfrac25(10-n)R^2\) to \(4p^54d^{n+1}\), summed over final states and polarizations. The angular sum behind it is \(\sum_{q,m'}c^q_{mm'}c^q_{\bar mm'}=\tfrac25\delta_{m\bar m}\).

### Proposition 1: the oscillator strength may depend on the level

Let \(|\psi\rangle\) be an energy eigenstate with energy \(E_\psi\), and let \(s_f=\sum_q|\langle f|A_q|\psi\rangle|^2\) be the strength to the final eigenstate \(f\) with energy \(E_f\). With electron mass \(m_e\), the polarization-averaged oscillator strength is defined as \(f_f=(2m_e/3\hbar^2)(E_f-E_\psi)s_f\). Summation gives

\[
f_{\rm tot}=\frac{2m_e}{3\hbar^2}\sum_f(E_f-E_\psi)s_f
=\frac{2m_e}{3\hbar^2}\,\bar E\,S,\qquad
\bar E=\frac{\sum_f(E_f-E_\psi)s_f}{\sum_fs_f}.
\]

The factor \(S\) is the same for all levels at fixed \(R\), while the mean excitation energy \(\bar E\) is not constrained by the theorem. Integrated absorption follows \(f_{\rm tot}\), so equal dipole strength does not imply equal integrated absorption. With the Hartree energy \(E_h=\hbar^2/(m_ea_0^2)\) and the Bohr radius \(a_0\), the relation reads

\[
f_{\rm tot}=\frac23\,\frac{\bar E}{E_h}\,\frac{S}{a_0^2}.
\]

At fixed \(R\), every state of pure \(4p^64d^n\) has the same total dipole strength to \(4p^54d^{n+1}\), set by the number of 4d holes, although the oscillator strength may still depend on the level. What remains is to treat emission from the upper configuration and the 4d-to-4f channel, to work through a tin-like example, and to examine the limits of the rule.
